# Screening of Acoustic Valley Shifts in a Many-Valley Electron Gas

In a model of heavily doped n-type silicon, a longitudinal acoustic wave along [111] shifts every conduction valley by 4.00 eV per unit strain, and the electrons reduce this shift to 1.28 eV. A transverse wave of the same wavelength along [110], polarized along $[1\bar10]$, shifts the valleys on the $x$ axis by $+4.50$ eV and those on the $y$ axis by $-4.50$ eV, and the same electrons leave both shifts at 4.50 eV. The theorem below accounts for the difference and gives the condition under which opposite shifts escape screening.

## Setting and assumptions

Electrons occupy valleys labelled $v$, each with an ellipsoidal parabolic band. Momentum $\mathbf k$ is measured from the valley minimum. An acoustic wave shifts the edge of valley $v$ by $U_v\cos(\mathbf q\cdot\mathbf r)$. All potentials are potential energies of an electron, and $U_v$ is the shift in the undoped crystal. The assumptions are:

1. The wave is slow enough for the electrons to stay in equilibrium with it, at one chemical potential $\mu$ and temperature $T$.
2. The response is linear, which requires shifts small compared with $k_BT$.
3. Electrons interact through their mean electrostatic field (Hartree screening). Exchange and correlation are left out.
4. The long-wave potential does not connect different valleys.
5. The medium is uniform, with permittivity $\varepsilon_s$ that contains the response of the lattice and the valence electrons. The donor charge is a fixed uniform background.

Let $W_v$ be the total amplitude felt in valley $v$: the bare shift plus the electrostatic energy of the rearranged electrons.

## Lemma 1: response of one valley

**Statement.** The density change in valley $v$ is $\delta n_v\cos(\mathbf q\cdot\mathbf r)$ with $\delta n_v=-\Pi_vW_v$, where
$$\Pi_v=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k-\mathbf q/2}-f_{\mathbf k+\mathbf q/2}}{E_{\mathbf k+\mathbf q/2}-E_{\mathbf k-\mathbf q/2}}>0 .$$
Here $f$ is the Fermi function and the factor 2 counts spin.

**Proof.** Write the potential as $\tfrac12W_v(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$. To first order it mixes $\mathbf k$ with $\mathbf k\pm\mathbf q$, with amplitudes $\tfrac12W_v/(E_{\mathbf k}-E_{\mathbf k\pm\mathbf q})$. In a volume $\Omega$ the density of this state is
$$\frac1\Omega\left[1+W_v\cos(\mathbf q\cdot\mathbf r)\sum_{\pm}\frac1{E_{\mathbf k}-E_{\mathbf k\pm\mathbf q}}\right],$$
because twice the real part of $\tfrac12e^{\pm i\mathbf q\cdot\mathbf r}$ is $\cos(\mathbf q\cdot\mathbf r)$. The energies have no first-order change, so the occupations stay $f_{\mathbf k}$. Summing over states gives
$$\delta n_v=2W_v\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac1{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac1{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right],$$
with principal values. In the second term replace $\mathbf k$ by $\mathbf k+\mathbf q$; it becomes $f_{\mathbf k+\mathbf q}/(E_{\mathbf k+\mathbf q}-E_{\mathbf k})$. The two terms combine into
$$-\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}},$$
which is finite where the energies coincide, since the numerator vanishes there too. Replacing $\mathbf k$ by $\mathbf k-\mathbf q/2$ gives the stated form. Since $f$ falls with energy, numerator and denominator have the same sign, so $\Pi_v>0$. ∎

## Lemma 2: when two valleys respond equally

**Statement.** Let $M$ be the mass tensor of the valley and $1/m_q=\hat{\mathbf q}\cdot M^{-1}\hat{\mathbf q}$. Then
$$\Pi_v=\int_{-\infty}^{\infty}\!\frac{dk}{2\pi}\,\frac{m_q}{\hbar^2kq}\left[N(k-\tfrac q2)-N(k+\tfrac q2)\right],$$
$$N(k)=\frac{k_BT}{\pi\hbar^2}\sqrt{\frac{\det M}{m_q}}\;\ln\!\left[1+e^{(\mu-\hbar^2k^2/2m_q)/k_BT}\right].$$
For valleys with the same $\det M$ and band edge, $\Pi_v$ depends on direction through $q^2/m_q$ alone. As $q\to0$ it tends to $\partial n_v/\partial\mu$, which is the same for all of them.

**Proof.** Split $\mathbf k=k\hat{\mathbf q}+\mathbf p$ with $\hat{\mathbf q}\cdot M^{-1}\mathbf p=0$. The cross term in the energy vanishes, so $E=\hbar^2k^2/2m_q+E_\perp(\mathbf p)$. The energy difference in Lemma 1 is then
$$\frac{\hbar^2}{2m_q}\left[(k+\tfrac q2)^2-(k-\tfrac q2)^2\right]=\frac{\hbar^2kq}{m_q}.$$

It remains to count the states in $\mathbf p$. Since $E_\perp$ is quadratic in two variables, the momentum-space measure with transverse energy below $E_\perp$ is $aE_\perp$ for some constant $a$. The volume with total energy below $E_0$ follows by integrating over $|k|<k_0=\sqrt{2m_qE_0}/\hbar$:
$$\int_{-k_0}^{k_0}a\left(E_0-\frac{\hbar^2k^2}{2m_q}\right)dk=\frac43aE_0k_0 .$$
This must equal the volume of the energy ellipsoid, $\frac{4\pi}3(2E_0/\hbar^2)^{3/2}\sqrt{\det M}$. Hence $a=(2\pi/\hbar^2)\sqrt{\det M/m_q}$. With spin, $N(k)=2a(2\pi)^{-2}\int_0^\infty f\,dE_\perp$. The integral of the Fermi function is $k_BT$ times the logarithm above, which gives $N(k)$.

For the dependence on direction, set $k=\sqrt{m_q}\,t$. Then $dk/k=dt/t$, and the remaining prefactor $(m_q/q)/\sqrt{m_q}$ equals $\sqrt{m_q}/q$. The arguments of the logarithms contain $t\mp q/(2\sqrt{m_q})$. Everything therefore depends on $q/\sqrt{m_q}$.

For small $q$ the bracket becomes $-q\,N'(k)$. Since $N$ depends on $\mu-\hbar^2k^2/2m_q$, we have $N'(k)=-(\hbar^2k/m_q)\,\partial N/\partial\mu$. The factors cancel and leave $\int(dk/2\pi)\,\partial N/\partial\mu=\partial n_v/\partial\mu$. ∎

## Theorem

Let
$$V=\frac{e^2}{\varepsilon_sq^2},\quad \Pi=\sum_v\Pi_v,\quad \epsilon=1+V\Pi,\quad \bar U=\frac1\Pi\sum_v\Pi_vU_v .$$
Under assumptions 1 to 5,
$$W_v=(U_v-\bar U)+\frac{\bar U}{\epsilon}.$$
The polarizability-weighted mean is divided by $\epsilon$; deviations from it are not reduced. If valleys $a$ and $b$ have shifts $+U$ and $-U$ with $U\neq0$, and any others have none, these shifts are unscreened if and only if $\Pi_a=\Pi_b$.

**Proof.** The rearranged electrons have charge density $-e\,\delta n$, with $\delta n=\sum_v\delta n_v$. Their electrostatic potential $\Phi$ obeys $\nabla^2\Phi=e\,\delta n/\varepsilon_s$. The electron energy $\phi=-e\Phi$ therefore obeys $\nabla^2\phi=-e^2\delta n/\varepsilon_s$. For a wave, $\nabla^2$ gives $-q^2$, so $\phi=V\delta n$: accumulated electrons repel further electrons.

This energy is the same in every valley, so $W_v=U_v+\phi$. Lemma 1 gives
$$\delta n=-\sum_v\Pi_v(U_v+\phi)=-\Pi(\bar U+\phi).$$
Inserting this in $\phi=V\delta n$ gives $\phi(1+V\Pi)=-V\Pi\bar U$, hence
$$\phi=-\frac{V\Pi}{\epsilon}\bar U=-\left(1-\frac1\epsilon\right)\bar U .$$
Adding $U_v$ proves the formula. For opposite shifts $\bar U=(\Pi_a-\Pi_b)U/\Pi$. Since $\epsilon>1$, $\phi$ vanishes exactly when $\Pi_a=\Pi_b$. ∎

**Meaning.** Screening acts through net charge, and the net density change is $\phi/V=-\Pi\bar U/\epsilon$. When the shifts are opposite and the polarizabilities equal, electrons of valley $a$ leave the regions where its edge is raised, while electrons of valley $b$ gather there in equal number. Each valley responds fully, with $\delta n_a=-\Pi_aU$ and $\delta n_b=+\Pi_aU$, but no charge builds up and no field arises. Within this linear response no electron need change valley: the density moves in space, and each valley keeps its total number.

**Corollary.** Because $\sum_v\Pi_v(U_v-\bar U)=0$, the cross term in the weighted square vanishes:
$$\sum_v\Pi_vW_v^2=\sum_v\Pi_v(U_v-\bar U)^2+\frac{\Pi\bar U^2}{\epsilon^2}.$$
By the golden rule, scattering within valley $v$ at a given $\mathbf q$ is proportional to $W_v^2$. In this weighted sum, screening divides the common part by $\epsilon^2$ and leaves the part due to valley differences.

## Two pure modes in silicon

Silicon has a pair of valleys on each cube axis. Strain $e_{ij}$ shifts the pair on axis $v$ by $\Xi_d\,\mathrm{tr}\,e+\Xi_ue_{vv}$. For a wave with unit polarization $\hat{\mathbf e}$ the strain is proportional to $\tfrac12(\hat q_i\hat e_j+\hat q_j\hat e_i)$, so the shift per unit strain amplitude is
$$D_v=\Xi_d\,\hat{\mathbf q}\cdot\hat{\mathbf e}+\Xi_u\hat q_v\hat e_v .$$

The example has $2\times10^{19}$ electrons per cm³ at 300 K and $q=0.6$ nm⁻¹. The rough parameters are longitudinal and transverse masses $m_l=0.92$ and $m_t=0.19$ free-electron masses, relative permittivity 11.7, $\Xi_d=1$ eV and $\Xi_u=9$ eV. Then $V=4.296$ eV nm³.

**Longitudinal wave along [111].** Here $\hat q_v=\hat e_v=1/\sqrt3$, so every valley has $D=\Xi_d+\Xi_u/3=4.00$ eV. All masses along $\mathbf q$ are equal, and $\Pi=0.4922$ eV⁻¹ nm⁻³ for the six valleys. Thus
$$\epsilon=1+4.296\times0.4922=3.115,\qquad W=\frac{4.00}{3.115}=1.28\ \text{eV}.$$

**Transverse wave along [110], polarized along $[1\bar10]$.** The trace vanishes, and $\hat q_v\hat e_v=\tfrac12,-\tfrac12,0$ for the $x$, $y$ and $z$ pairs. The shifts are $+4.50$, $-4.50$ and $0$ eV. The $x$ and $y$ valleys have the same mass along $\mathbf q$, 0.315, and the same $\Pi_v$, 0.0855 eV⁻¹ nm⁻³. So $\bar U=0$, and the shifts are unscreened although $\epsilon=3.12$.

These values were tested without the response formula. The Schrödinger equation of each valley was solved in plane waves for a small strain, together with Poisson's equation, until potential and density agreed. The result was 1.2843 eV for the first wave and $\pm4.5000$ eV for the second, the same as the theorem to the digits shown.

## A mixed mode and a counterexample

A longitudinal wave along [110] has $D_x=D_y=\Xi_d+\Xi_u/2=5.50$ eV and $D_z=\Xi_d=1.00$ eV. With $\Pi_x=\Pi_y=0.0855$ and $\Pi_z=0.0754$ eV⁻¹ nm⁻³, the weighted mean is 4.12 eV, and $4.12/3.12=1.32$ eV of it survives. Therefore
$$W_x=5.50-4.12+1.32=2.70\ \text{eV},\qquad W_z=1.00-4.12+1.32=-1.80\ \text{eV}.$$
For $\Xi_d=1$ eV the $z$ valleys scatter more strongly with screening than without it; with the other parameters fixed, this holds only for $\Xi_d$ between about $-3$ and $+1.6$ eV. The field that opposes the large shift of the $x$ and $y$ valleys acts on the $z$ valleys too, and there it overcompensates a small bare shift.

The equality of polarizabilities in the theorem cannot be dropped. Impose shifts $(+4.50,-4.50,0)$ eV with $\mathbf q$ along [100]. The masses along $\mathbf q$ are now 0.92 for $x$ and 0.19 for $y$ and $z$, and $\Pi_v=0.0967$, 0.0754 and 0.0754 eV⁻¹ nm⁻³. The mean is
$$\bar U=\frac{(0.0967-0.0754)\times4.50}{0.0967+2\times0.0754}\approx0.39\ \text{eV}.$$
The screened shifts are $4.24$, $-4.76$ and $-0.26$ eV, again confirmed by the self-consistent solution. This is a test potential: a plane elastic wave along [100] has $e_{yy}=e_{zz}=0$ and must shift the $y$ and $z$ valleys equally.

## Average over directions

Take elastically isotropic waves, and let $c=\hat q_x$. A longitudinal wave has $D_x=\Xi_d+\Xi_uc^2$. The averages $\langle c^2\rangle=1/3$ and $\langle c^4\rangle=1/5$ give
$$\langle D_x^2\rangle_{LA}=\Xi_d^2+\tfrac23\Xi_d\Xi_u+\tfrac15\Xi_u^2=23.2\ \text{eV}^2 .$$
For the two transverse polarizations, $\hat e_{1x}^2+\hat e_{2x}^2=1-c^2$, since the three unit vectors are orthonormal. Their summed average is
$$\Xi_u^2\langle c^2(1-c^2)\rangle=\tfrac2{15}\Xi_u^2=10.8\ \text{eV}^2 .$$

**Long-wave limit.** As $q\to0$ in the static theory, all $\Pi_v$ become equal and $\epsilon\to\infty$, so $W_v=D_v-\bar D$, with $\bar D$ the plain mean over valleys. For longitudinal waves $\bar D=\Xi_d+\Xi_u/3$, and what remains is
$$\Xi_u^2\langle(c^2-\tfrac13)^2\rangle=\Xi_u^2\left(\tfrac15-\tfrac29+\tfrac19\right)=\tfrac4{45}\Xi_u^2=7.2\ \text{eV}^2 .$$
The dilatation potential $\Xi_d$ has dropped out. For transverse waves $\bar D=\tfrac13\Xi_u\,\hat{\mathbf q}\cdot\hat{\mathbf e}=0$, so all 10.8 eV² remains.

**At $q=0.6$ nm⁻¹** the screened averages are 8.52 eV² (longitudinal) and 10.81 eV² (transverse). The second is slightly above its bare value, for the following reason. By cubic symmetry the average for the $x$ valley equals the average over all valleys. With $W_v=D_v-(1-1/\epsilon)\bar U$ and $\sum_vD_v=0$, the cross term vanishes and the mean square rises by $(1-1/\epsilon)^2\bar U^2$. Unequal polarizabilities make $\bar U$ nonzero in general directions.

**Scattering strength.** Write the displacement as $\sum_{\mathbf q}\hat{\mathbf e}\,u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ in a volume $\Omega$, with mass density $\rho$ and sound speed $s$. Classical equipartition assigns each $\mathbf q$ the potential energy $\tfrac12\rho\Omega s^2q^2\langle|u_{\mathbf q}|^2\rangle=\tfrac12k_BT$. The strain amplitude is $iqu_{\mathbf q}$, so $\Omega$ times the mean square potential is $k_BTD^2/(\rho s^2)$. With rough values $\rho s^2=1178$ eV/nm³ (longitudinal) and 424 eV/nm³ (transverse), the screened strength is
$$0.02585\left(\frac{8.52}{1178}+\frac{10.81}{424}\right)=8.5\times10^{-4}\ \text{eV}^2\,\text{nm}^3 .$$
The bare strength is $1.17\times10^{-3}$ eV² nm³, so screening removes about 28% of it. Dividing every potential by $\epsilon$ would give $1.2\times10^{-4}$ eV² nm³, too small by a factor of 7. These are comparisons at fixed $q$, with all directions weighted equally; they are not mobilities. The share removed depends strongly on $\Xi_d$, whose published values differ widely: it is about 17% for $\Xi_d=-6$ eV, near zero for $-3$ eV and 57% for $+5$ eV, while the factor ranges from about 4 to 10. With the cubic elastic constants of silicon in place of isotropic ones, and $\Xi_d=1$ eV, the share is about 25% and the factor remains about 7.

## Real channels and limits of the result

The uniform model at this density suits heavily doped access regions that are thick compared with the wavelength, here about 10 nm. A doped channel that one gate can switch off must be thinner than its depletion width, about 8 nm at this density, so the bulk model is not reliable there. An inversion layer can locally reach a similar electron density, but it is only a few nanometres thick, so the bulk model does not describe it. At this doping the mobility is roughly 100 cm²/Vs and impurities limit it strongly, so the total mobility changes much less than the acoustic strength does.

Confinement can break the equality of the valleys. In a 20 nm film with its normal along $x$, the hard-wall ground levels of the $x$ and $y$ valleys differ by 3.9 meV. For a rough estimate, keep the bulk polarizabilities and weight them by the corresponding Boltzmann factors, scaled so that the mean weight of the three pairs is one. The transverse [110] shifts then change from $\pm4.50$ to $4.34$ and $-4.66$ eV, about 4%. This counts only the lowest level of each valley and keeps the bulk form of the wave, so it gives an order of magnitude for this thickness and should not be extended to much thinner films. Thinner films split the levels as the inverse square of thickness. If confinement leaves one pair on a single axis occupied, both its valleys shift together and no opposite shift remains within the pair.

Donors in fact move with the lattice. In a longitudinal wave their density $N_D$ changes by $-N_D$ per unit strain, which adds $VN_D=0.09$ eV to every shift before screening, about 2% of the 4.00 eV in the [111] example. This term grows as $1/q^2$ and equals 4 eV near $q=0.09$ nm⁻¹; after screening it tends to $N_D/\Pi\approx0.03$ eV at long wavelengths, which remains small beside the valley differences. A transverse wave leaves their density unchanged to first order.

Exchange acts within one valley and spin, so it can alter opposite shifts. It adds $-K\delta n_{v\sigma}$ to the potential, and $\delta n_{v\sigma}=-\tfrac12\Pi_vW_v$. Hence $W_v=U_v/(1-x)$ with $x=\tfrac12K\Pi_v$. A Boltzmann estimate with a statically screened interaction, taken in the long-wave limit, gives $x\approx0.054$, an enhancement of about 6%. Correlation beyond this is not estimated. Nonparabolicity, with a typical coefficient of 0.5 eV⁻¹, raises the ratio of momentum to velocity by about 4% at energy $\tfrac32k_BT$; the mass defined by the band curvature changes more.

The static assumption requires the electrons to follow the wave. For the longitudinal [111] wave the dissipative part of $\Pi$ is 7% of its static value. If motion is diffusive with diffusion constant $D_n$, the relevant ratio is $\omega/(D_nq^2)=s/(D_nq)$. The nondegenerate Einstein relation, $D_n=k_BT/e$ times the mobility, serves as a rough estimate at this density. With it the ratio is about 0.06 here and reaches one near $q=0.035$ nm⁻¹. Below that scale diffusion alone no longer keeps the electrons in equilibrium with the wave, and the static long-wave limit then relies on scattering between valleys that is fast compared with $\omega$. The transverse [110] result does not depend on this condition within mean-field theory: the $x$ and $y$ valleys are mirror images with respect to that wave, so their responses are equal at any frequency and their charges still cancel. A mobility of 100 cm²/Vs implies a scattering time $\tau$ of about 15 fs, a mean free path of about 3 nm and $\hbar/\tau\approx45$ meV, larger than $k_BT$. At $q=0.6$ nm⁻¹ the motion is therefore between ballistic and diffusive: the 7% and the 0.06 are both estimates, and the $q$ dependence of $\Pi_v$, computed for sharp plane-wave states, is only approximate for the doped crystal. The phonon energy is 0.14 $k_BT$ for longitudinal waves, which supports the classical amplitudes.

## Computed results

```
masses ml, mt: 0.92, 0.19 m0; permittivity: 11.7
Xi_d, Xi_u: 1.0, 9.0 eV
mass density: 2330 kg/m^3; sound LA, TA: 9000, 5400 m/s
temperature: 300 K; kT: 25.85 meV
electron density: 2.0e+19 cm^-3; q: 0.6 nm^-1
Fermi level from band edge: -1.58 meV
Coulomb factor e^2/(eps_s q^2): 4.2961 eV nm^3
long-wave screening wavenumber: 0.9773 nm^-1
[111] mass along q: 0.2583 m0
[111] Pi per valley: 0.08203 1/(eV nm^3)
[111] Pi of six valleys: 0.49221 1/(eV nm^3)
[111] eps: 3.1146; eps^2: 9.701
LA [111] bare potential: 4.000 eV per unit strain
LA [111] self-consistent: 1.2843 eV
LA [111] formula: 1.2843 eV
TA [110] masses x,y,z: 0.3150, 0.3150, 0.1900 m0
TA [110] Pi x,y,z: 0.08553, 0.08553, 0.07539 1/(eV nm^3)
TA [110] eps: 3.1177; weighted mean: 0.0000 eV
TA [110] bare x,y,z: 4.500, -4.500, 0.000 eV
TA [110] self-consistent: 4.5000, -4.5000, 0.0000 eV
TA [110] formula: 4.5000, -4.5000, 0.0000 eV
LA [110] masses x,y,z: 0.3150, 0.3150, 0.1900 m0
LA [110] Pi x,y,z: 0.08553, 0.08553, 0.07539 1/(eV nm^3)
LA [110] eps: 3.1177; weighted mean: 4.1234 eV
LA [110] bare x,y,z: 5.500, 5.500, 1.000 eV
LA [110] self-consistent: 2.6992, 2.6992, -1.8008 eV
LA [110] formula: 2.6992, 2.6992, -1.8008 eV
imposed, q [100] masses x,y,z: 0.9200, 0.1900, 0.1900 m0
imposed, q [100] Pi x,y,z: 0.09672, 0.07539, 0.07539 1/(eV nm^3)
imposed, q [100] eps: 3.1267; weighted mean: 0.3878 eV
imposed, q [100] bare x,y,z: 4.500, -4.500, 0.000 eV
imposed, q [100] self-consistent: 4.2362, -4.7638, -0.2638 eV
imposed, q [100] formula: 4.2362, -4.7638, -0.2638 eV
mean square bare, LA, TA: 23.200, 10.800 eV^2
mean square screened, LA, TA: 8.516, 10.810 eV^2
mean square all divided by eps, LA, TA: 2.383, 1.111 eV^2
long-wave screened, LA, TA (q=0.01 nm^-1): 7.200, 10.800 eV^2
rho s^2, LA, TA: 1178.0, 424.1 eV/nm^3
strength bare: 1.1675e-03 eV^2 nm^3
strength screened: 8.4592e-04 eV^2 nm^3
strength all divided by eps: 1.2002e-04 eV^2 nm^3
screened/bare strength: 0.7245
screened/all-divided strength: 7.048
dynamic loss part of Pi / static Pi, LA [111]: 0.0659
mobility: 100 cm^2/Vs; omega/(D q^2): 0.0580
LA phonon energy/kT: 0.1375
film: 20 nm; confinement valley splitting: 3.93 meV
TA [110] x,y with that splitting: 4.335, -4.665 eV
screened-exchange fraction (Boltzmann estimate): 0.0539
nonparabolicity: 0.5 1/eV; 3 alpha kT: 0.0388
```
